**Thermal broadening of an optical phonon by two-phonon decay**

To leading order in the cubic coupling, the full width at half maximum is \(\Gamma(T)=\Gamma(0)[1+n(\omega_1)+n(\omega_2)]\), where \(n\) is the Bose occupation and the final frequencies satisfy \(\omega_1+\omega_2=\omega_0\). Klemens' law is the case \(\omega_1=\omega_2=\omega_0/2\). The program asserts the thermal factor from Fock-space averages and from level shifts obtained by exact diagonalization. It also asserts, within 1%, that the decay rate and linewidth of a discretized pair continuum agree with the golden rule. Further assertions cover equal frequencies at opposite wavevectors for a lattice with random real force constants, the closed form of the thermal factor, its growth with asymmetry, and its temperature limits. For a rough silicon Raman wavenumber of 520 cm⁻¹, the output gives \(\Gamma(300\,\mathrm K)/\Gamma(0)\) as 1.81, 1.90 and 2.46 for the illustrative splits 260+260, 200+320 and 120+400 cm⁻¹. A mixture of the first and third channels follows the second within 0.3% on the sampled temperatures from 20 to 1200 K, so a thermal fit at that accuracy does not identify a unique channel.

## Numerical verification

```python
"""
Result under test: the FWHM of an optical phonon decaying into phonons 1 and 2
is Gamma(T) = Gamma(0) [1 + n(w1) + n(w2)], with w1 + w2 = w0.
For w1 = w2 = w0/2 this is Klemens' law Gamma(0) [1 + 2 n(w0/2)].
n is the Bose occupation, x = hbar w/(k T), X = hbar w0/(k T), and
delta = (w2 - w1)/w0 is the asymmetry of the split.
The dynamical tests use dimensionless units with hbar = 1.
Silicon enters through a rough Raman wavenumber; the splits are model choices.
"""
import numpy as np
from scipy import constants
from scipy.integrate import trapezoid
from scipy.optimize import brentq


def bose(x):
    return 1.0 / np.expm1(x)


def fock_averages(x, size=120):
    """Thermal averages of b^dagger b and b b^dagger from ladder matrices."""
    lower = np.diag(np.sqrt(np.arange(1, size)), 1)
    weights = np.exp(-x * np.arange(size))
    weights /= weights.sum()
    return (weights @ np.diag(lower.T @ lower),
            weights @ np.diag(lower @ lower.T))


# Thermal commutators and net population flow, from explicit Fock sums.
for x1, x2, x_optical in [(0.6, 1.7, 0.9), (1.1, 1.1, 3.0)]:
    number1, raised1 = fock_averages(x1)
    number2, raised2 = fock_averages(x2)
    number0, raised0 = fock_averages(x_optical)
    factor = 1 + bose(x1) + bose(x2)
    assert np.isclose(raised1 * raised2 - number1 * number2, factor, rtol=1e-10)
    difference = number1 * raised2 - raised1 * number2
    assert np.isclose(difference, bose(x1) - bose(x2), atol=1e-10)
    net_loss = number0 * raised1 * raised2 - raised0 * number1 * number2
    expected_loss = (number0 - bose(x1 + x2)) * factor
    assert np.isclose(net_loss, expected_loss, rtol=1e-9)


def exact_level_shift(n0, n1, n2, coupling):
    """Shift of a Fock level; the detuning w0 - w1 - w2 is one."""
    total1, total2 = n0 + n1, n0 + n2
    m = np.arange(min(total1, total2) + 1)
    k = m[1:]
    hop = coupling * np.sqrt(k * (total1 - k + 1) * (total2 - k + 1))
    matrix = np.diag(m.astype(float)) + np.diag(hop, 1) + np.diag(hop, -1)
    return np.linalg.eigvalsh(matrix)[n0] - n0


# The off-resonant self-energy from exact diagonalization.
x1, x2, coupling, size = 0.9, 1.5, 3e-4, 25
weight1 = np.exp(-x1 * np.arange(size))
weight2 = np.exp(-x2 * np.arange(size))
weight1 /= weight1.sum()
weight2 /= weight2.sum()
for n0 in (0, 2):
    shift = 0.0
    for n1 in range(size):
        for n2 in range(size):
            change = (exact_level_shift(n0 + 1, n1, n2, coupling)
                      - exact_level_shift(n0, n1, n2, coupling))
            shift += weight1[n1] * weight2[n2] * change
    exact_factor = shift / coupling**2
    formula_factor = 1 + bose(x1) + bose(x2)
    # Fourth-order terms and the truncated thermal tail limit the agreement.
    assert np.isclose(exact_factor, formula_factor, rtol=1e-4)


def continuum_decay(coupling, thermal_factor):
    """Population decay rate and spectral FWHM for a discretized continuum."""
    energies = np.linspace(-100, 100, 1601)
    matrix = np.diag(np.r_[0.0, energies])
    matrix[0, 1:] = matrix[1:, 0] = coupling * np.sqrt(thermal_factor)
    values, vectors = np.linalg.eigh(matrix)
    times = np.linspace(0, 40, 2001)
    amplitude = np.exp(-1j * np.outer(times, values)) @ vectors[0]**2
    early, late = 100, 250
    log_ratio = np.log(abs(amplitude[early] / amplitude[late])**2)
    rate = log_ratio / (times[late] - times[early])

    def spectrum(frequency):
        return trapezoid(amplitude * np.exp(1j * frequency * times), times).real

    half_peak = spectrum(0.0) / 2
    fwhm = 2 * brentq(lambda w: spectrum(w) - half_peak, 0.01, 5.0)
    return rate, fwhm, energies[1] - energies[0]


# Golden-rule rate and line shape; the finite bandwidth gives sub-percent errors.
decay_tests = []
for thermal_factor in (1.0, raised1 * raised2 - number1 * number2):
    rate, fwhm, spacing = continuum_decay(0.12, thermal_factor)
    golden_rate = 2 * np.pi * 0.12**2 * thermal_factor / spacing
    assert np.isclose(rate, golden_rate, rtol=0.01)
    assert np.isclose(fwhm, golden_rate, rtol=0.01)
    decay_tests.append((thermal_factor, golden_rate, rate, fwhm))

# Real force constants make each branch have equal frequencies at q and -q.
rng = np.random.default_rng(4)
onsite = rng.normal(size=(4, 4))
onsite = onsite + onsite.T + 20 * np.eye(4)
neighbour = rng.normal(size=(4, 4))


def squared_frequencies(q):
    matrix = (onsite + neighbour * np.exp(1j * q)
              + neighbour.T * np.exp(-1j * q))
    return np.linalg.eigvalsh(matrix)


for q in (0.4, 1.3, 2.5):
    plus, minus = squared_frequencies(q), squared_frequencies(-q)
    assert plus.min() > 0
    assert np.allclose(plus, minus, atol=1e-11)
    assert np.min(np.diff(plus)) > 1e-4


def thermal_growth(X, delta):
    return 1 + bose(X * (1 - delta) / 2) + bose(X * (1 + delta) / 2)


# Closed form, ordering of the channels, and both temperature limits.
deltas = np.linspace(0, 0.9, 91)
for X in (0.2, 1.0, 4.0, 12.0):
    direct = thermal_growth(X, deltas)
    closed = np.sinh(X / 2) / (np.cosh(X / 2) - np.cosh(deltas * X / 2))
    assert np.allclose(direct, closed, rtol=1e-10)
    assert np.all(np.diff(direct) > 0)
for delta in (0.0, 0.3, 0.6):
    high_limit = 4 / (1e-3 * (1 - delta**2))
    assert np.isclose(thermal_growth(1e-3, delta), high_limit, rtol=1e-6)
    # Cold enough that exp(-low_x), the relative remainder, is negligible.
    X = 120.0
    low_x = X * (1 - delta) / 2
    excess = bose(low_x) + bose(X * (1 + delta) / 2)
    multiplicity = 2 if delta == 0 else 1
    assert np.isclose(excess / np.exp(-low_x), multiplicity, rtol=1e-6)

# Worked example: all wavenumbers are in cm^-1 and temperatures in K.
raman = 520.0
splits = [(260.0, 260.0), (200.0, 320.0), (120.0, 400.0)]
model_width = 1.0
kelvin_per_wavenumber = constants.h * constants.c * 100 / constants.k


def occupation(wavenumber, temperature):
    return bose(kelvin_per_wavenumber * wavenumber / temperature)


def relative_width(split, temperature):
    return 1 + occupation(split[0], temperature) + occupation(split[1], temperature)


def lifetime_ps(width):
    return 1e12 / (2 * np.pi * constants.c * 100 * width)


assert all(np.isclose(sum(split), raman) for split in splits)
print(f"Silicon Raman wavenumber, rough input: {raman:.0f} cm^-1")
print(f"Model zero-temperature FWHM: {model_width:.1f} cm^-1")
print(f"Lifetime at zero temperature: {lifetime_ps(model_width):.3f} ps")
print(f"hc/k: {kelvin_per_wavenumber:.6f} K per cm^-1")
for low, high in splits:
    name = f"{low:.0f}+{high:.0f} cm^-1"
    delta = (high - low) / raman
    print(f"Channel {name}: asymmetry delta = {delta:.4f} (dimensionless)")
    print(f"  n(low), n(high) at 300 K: {occupation(low, 300):.4f}, "
          f"{occupation(high, 300):.4f} (dimensionless)")
    print(f"  high-T ratio to Klemens: {1 / (1 - delta**2):.4f} (dimensionless)")
    width = model_width * relative_width((low, high), 300)
    print(f"  lifetime at 300 K: {lifetime_ps(width):.3f} ps")
    growth = relative_width((low, high), 1000) / relative_width((low, high), 300)
    print(f"  Gamma(1000 K)/Gamma(300 K): {growth:.4f} (dimensionless)")

print("Gamma(T)/Gamma(0), dimensionless; columns 260+260, 200+320, 120+400")
for temperature in (100, 200, 300, 600, 1000):
    row = [relative_width(split, temperature) for split in splits]
    assert row[0] < row[1] < row[2]
    print(f"  {temperature:4d} K: " + "  ".join(f"{value:.4f}" for value in row))
classical = 4 * 1000 / (kelvin_per_wavenumber * raman)
print(f"Klemens classical limit 4kT/(hbar w0), 1000 K: {classical:.4f} (dimensionless)")

# Match a two-channel mixture to the intermediate channel at one temperature.
at_300 = [relative_width(split, 300) for split in splits]
mixing = (at_300[1] - at_300[0]) / (at_300[2] - at_300[0])


def mixed_width(temperature):
    return ((1 - mixing) * relative_width(splits[0], temperature)
            + mixing * relative_width(splits[2], temperature))


temperatures = np.linspace(20, 1200, 2361)
single = relative_width(splits[1], temperatures)
mismatch = abs(mixed_width(temperatures) / single - 1)
worst = np.argmax(mismatch)
assert 0 < mixing < 1
assert mismatch[worst] < 0.005
print(f"Zero-T weight of 120+400 in mixture: {mixing:.4f} (dimensionless)")
for temperature in (100, 300, 1000):
    print(f"  mixture Gamma(T)/Gamma(0), {temperature} K: "
          f"{mixed_width(temperature):.4f} (dimensionless)")
print(f"Largest mixture mismatch, 20-1200 K: {100 * mismatch[worst]:.3f} percent")
print(f"Temperature of largest mismatch: {temperatures[worst]:.1f} K")

print(f"Exact-diagonalization thermal factor: {exact_factor:.6f} (dimensionless)")
print(f"Formula for the same factor: {formula_factor:.6f} (dimensionless)")
print("Continuum tests: thermal factor; golden rate, decay rate, FWHM (model units)")
for thermal_factor, golden_rate, rate, fwhm in decay_tests:
    print(f"  {thermal_factor:.4f}; {golden_rate:.4f}, {rate:.4f}, {fwhm:.4f}")
print("checks complete")
```

Printed output:

```
Silicon Raman wavenumber, rough input: 520 cm^-1
Model zero-temperature FWHM: 1.0 cm^-1
Lifetime at zero temperature: 5.309 ps
hc/k: 1.438777 K per cm^-1
Channel 260+260 cm^-1: asymmetry delta = 0.0000 (dimensionless)
  n(low), n(high) at 300 K: 0.4033, 0.4033 (dimensionless)
  high-T ratio to Klemens: 1.0000 (dimensionless)
  lifetime at 300 K: 2.939 ps
  Gamma(1000 K)/Gamma(300 K): 2.9939 (dimensionless)
Channel 200+320 cm^-1: asymmetry delta = 0.2308 (dimensionless)
  n(low), n(high) at 300 K: 0.6213, 0.2747 (dimensionless)
  high-T ratio to Klemens: 1.0563 (dimensionless)
  lifetime at 300 K: 2.800 ps
  Gamma(1000 K)/Gamma(300 K): 3.0112 (dimensionless)
Channel 120+400 cm^-1: asymmetry delta = 0.5385 (dimensionless)
  n(low), n(high) at 300 K: 1.2853, 0.1721 (dimensionless)
  high-T ratio to Klemens: 1.4083 (dimensionless)
  lifetime at 300 K: 2.160 ps
  Gamma(1000 K)/Gamma(300 K): 3.0893 (dimensionless)
Gamma(T)/Gamma(0), dimensionless; columns 260+260, 200+320, 120+400
   100 K: 1.0486  1.0697  1.2196
   200 K: 1.3642  1.4222  1.7891
   300 K: 1.8066  1.8960  2.4574
   600 K: 3.3111  3.4914  4.6204
  1000 K: 5.4086  5.7093  7.5916
Klemens classical limit 4kT/(hbar w0), 1000 K: 5.3464 (dimensionless)
Zero-T weight of 120+400 in mixture: 0.1375 (dimensionless)
  mixture Gamma(T)/Gamma(0), 100 K: 1.0721 (dimensionless)
  mixture Gamma(T)/Gamma(0), 300 K: 1.8960 (dimensionless)
  mixture Gamma(T)/Gamma(0), 1000 K: 5.7087 (dimensionless)
Largest mixture mismatch, 20-1200 K: 0.295 percent
Temperature of largest mismatch: 70.5 K
Exact-diagonalization thermal factor: 1.972335 (dimensionless)
Formula for the same factor: 1.972335 (dimensionless)
Continuum tests: thermal factor; golden rate, decay rate, FWHM (model units)
  1.0000; 0.7238, 0.7255, 0.7255
  1.9979; 1.4461, 1.4529, 1.4528
checks complete
```
